# Single-site hybridization polarization: zero for spin one-half, possible for three-halves

## 1. What symmetry allows on one bond

A magnetic ion sits at the centre of a tetrahedron of ligands. Let $\mathbf e$ be the unit vector from the ion to one ligand, and let $\mathbf S$ be the ion's spin in units of $\hbar$. The ion has a single orbitally non-degenerate ground multiplet, so every operator within it is a matrix of size $2S+1$. Hybridization with the ligand shifts charge along the bond. Two symmetries fix how that dipole can depend on the spin.

First, take the bond to be axially symmetric. The dipole component along $\mathbf e$ is unchanged by rotations about $\mathbf e$, so it commutes with $\mathbf S\cdot\mathbf e$. The eigenvalues of $\mathbf S\cdot\mathbf e$ are all different, hence the component is a function $f(\mathbf S\cdot\mathbf e)$, real because a dipole is Hermitian.

Second, time reversal changes the sign of $\mathbf S$ but not of a dipole. Hence $f$ is even, a function of $(\mathbf S\cdot\mathbf e)^2$.

- For $S=1/2$, $(\mathbf S\cdot\mathbf e)^2$ has the single value $1/4$. Any function of it is a constant.
- For $S=3/2$, it has two values, $1/4$ and $9/4$. Any function on two points is a straight line, so $f=a+b(\mathbf S\cdot\mathbf e)^2$ is the most general form.

The coefficient $b$ needs an interaction that ties the spin to the lattice: spin-orbit coupling, or the magnetic dipolar coupling between the ion's own unpaired electrons, which alone gives a few $10^{-7}\,e\,$nm in a light quartet such as CH. Without both, the spin can be rotated independently of the lattice, so the dipole commutes with all three components of $\mathbf S$. It is then a multiple of the identity, and $b=0$.

## 2. The contributions of the four bonds

**The constant part.** Use the regular tetrahedron

$$\mathbf e_i=\tfrac{1}{\sqrt3}(1,1,1),\ \tfrac{1}{\sqrt3}(1,-1,-1),\ \tfrac{1}{\sqrt3}(-1,1,-1),\ \tfrac{1}{\sqrt3}(-1,-1,1).$$

These vectors add to zero, so $a\sum_i\mathbf e_i=0$.

**Dipoles across the bond.** A spin-dependent dipole perpendicular to $\mathbf e$ may also exist. For $S\le 3/2$, time reversal and full axial symmetry, with every plane containing the bond a mirror, leave the form $c\{\mathbf S\cdot\mathbf e,\mathbf S_\perp\}$, where $\{A,B\}=AB+BA$ and $\mathbf S_\perp=\mathbf S-(\mathbf S\cdot\mathbf e)\mathbf e$. Summing over bonds,

$$\sum_i\{\mathbf S\cdot\mathbf e_i,\mathbf S_{\perp i}\}
=\Big\{\mathbf S\cdot\sum_i\mathbf e_i,\ \mathbf S\Big\}-2\sum_i(\mathbf S\cdot\mathbf e_i)^2\mathbf e_i .$$

The first term vanishes. The second repeats the longitudinal form, so the total ionic dipole is

$$\mathbf p=\lambda\mathbf P,\qquad \mathbf P=\sum_i(\mathbf S\cdot\mathbf e_i)^2\mathbf e_i,\qquad \lambda=b-2c .$$

A bond in a real tetrahedron has only a threefold axis and three mirrors. These allow one more transverse form, built from the squares and the product of the two components of $\mathbf S_\perp$. Summed over the four bonds it is again a multiple of $\mathbf P$, so it adds a term to $\lambda$ and leaves $\mathbf p=\lambda\mathbf P$ unchanged.

**The quadratic part.** Expanding the square gives $P_x=\sum_{bc}T_{xbc}S_bS_c$ with $T_{abc}=\sum_i e_{ia}e_{ib}e_{ic}$. If two indices are equal, their product is $1/3$ on every bond, and the remaining sum $\sum_i e_{ia}/3$ is zero. If all three differ, each bond contributes $+1/(3\sqrt3)$, because each vector has an even number of minus signs. Therefore

$$P_x=k\{S_y,S_z\},\quad P_y=k\{S_z,S_x\},\quad P_z=k\{S_x,S_y\},\qquad k=\frac{4}{3\sqrt3}=0.7698 .$$

For $S=1/2$, different Pauli matrices anticommute and all three components vanish as operators. No choice of state, field or temperature gives $\mathbf P$ a mean value. If the bonds have unequal weights $w_i$, what remains is $\frac14\sum_iw_i\mathbf e_i$, an ordinary dipole that does not know where the spin points.

For $S=3/2$ the operator is not zero. From $S_\pm=S_x\pm iS_y$,

$$\{S_x,S_y\}=\frac{S_+^2-S_-^2}{2i}.$$

Since $S_+|{-\tfrac12}\rangle=2|\tfrac12\rangle$ and $S_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle$, the element of $S_+^2$ between $|{-\tfrac12}\rangle$ and $|\tfrac32\rangle$ is $2\sqrt3$. The element between $|{-\tfrac32}\rangle$ and $|\tfrac12\rangle$ is the same. Thus $\{S_x,S_y\}$ splits into two blocks with off-diagonal elements of size $\sqrt3$, and $P_z$ has eigenvalues $\pm k\sqrt3=\pm4/3$, each twice. Its trace is zero, so equal population of the four levels gives no polarization.

## 3. Direction of the moment against its quantum fluctuations

Let the spin be fully polarized along a unit vector $\mathbf n$, and let $\mathbf u,\mathbf v$ complete an orthonormal frame. Then $\langle S_n^2\rangle=S^2$. The remainder of $S(S+1)$ is $S$, shared equally by the transverse directions, so $\langle S_u^2\rangle=\langle S_v^2\rangle=S/2$. The mixed anticommutators average to zero by axial symmetry. With $u_au_b+v_av_b=\delta_{ab}-n_an_b$,

$$\langle\{S_a,S_b\}\rangle=2S^2n_an_b+S(\delta_{ab}-n_an_b)
=S(2S-1)n_an_b+S\delta_{ab}.$$

Hence

$$\langle P_z\rangle=k\,S(2S-1)\,n_xn_y .$$

The first contribution, $2kS^2n_xn_y$, is that of a classical vector of length $S$. The second, $-kSn_xn_y$, comes from transverse fluctuations. Their sum is the classical result times $1-1/(2S)$. For $S=1/2$ the longitudinal and transverse mean squares are both $1/4$; the distribution of squares is isotropic and the cancellation is complete. For $S=3/2$ two thirds survives.

With $\mathbf n$ along $[110]$, $n_xn_y=1/2$:

| $S$ | classical $P_z$ | quantum $P_z$ |
|---|---|---|
| 1/2 | 0.1925 | 0 |
| 3/2 | 1.7321 | 1.1547 |

A classical-spin calculation therefore gives spin one-half a dipole it does not have. Even for $S=3/2$, a fully polarized spin along a cube axis gives $\mathbf P=0$, because every product of two different components of $\mathbf n$ is then zero.

The cancellation does not depend on the tetrahedron. Spin operators can be sorted into tensors of rank $K=0,\dots,2S$, with $2K+1$ members each and sign $(-1)^K$ under time reversal. Spin one-half has ranks 0 and 1, so its one time-even operator is the identity. Spin three-halves has six: the identity and five quadrupoles, three of which are the components of $\mathbf P$. The argument concerns one site. A product $S_{1a}S_{2b}$ of spins on two sites is time-even, so two-site mechanisms remain open to spin one-half.

## 4. Anisotropy against the exchange field

A nonzero operator need not have a useful mean value. Suppose anisotropy isolates one Kramers doublet, $\psi$ and $\Theta\psi$, where $\Theta$ is time reversal and $\Theta^2=-1$. For a time-even Hermitian $O$, the rule $\langle\alpha|\beta\rangle=\langle\Theta\beta|\Theta\alpha\rangle$ gives

$$\langle\psi|O\Theta\psi\rangle=\langle O\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|O\Theta\psi\rangle=0,$$

and the same rule makes the two diagonal elements equal. Within the doublet $\mathbf P$ is a constant, as for a true spin one-half. A polarization that follows the moment requires mixing between doublets.

In a regular tetrahedron the three cube axes are equivalent, so the only quadratic anisotropy allowed for $S=3/2$ is a multiple of $S_x^2+S_y^2+S_z^2$, a constant. An easy plane therefore needs a distortion or less symmetric surroundings. Here $D$ stands for that effect, while $\mathbf P$ keeps its regular form as an approximation; Section 5 gives the change in the geometric factor $k$ under compression, but not the change in $\lambda$.

To weigh the two tendencies, take

$$H=DS_z^2-h\,\mathbf n\cdot\mathbf S,\qquad \mathbf n=(\cos\phi,\sin\phi,0),\quad D,h>0 .$$

Let $x'$ point along $\mathbf n$. Substituting $S_x=\cos\phi\,S_{x'}-\sin\phi\,S_{y'}$ and $S_y=\sin\phi\,S_{x'}+\cos\phi\,S_{y'}$,

$$\{S_x,S_y\}=\sin2\phi\,(S_{x'}^2-S_{y'}^2)+\cos2\phi\,\{S_{x'},S_{y'}\}.$$

In the rotated frame $H$ is a real matrix, so its ground state can be taken real. The last operator is imaginary and antisymmetric, and its mean is zero.

Define $|a_\pm\rangle=(|\tfrac12\rangle\pm|{-\tfrac12}\rangle)/\sqrt2$ and $|b_\pm\rangle=(|\tfrac32\rangle\pm|{-\tfrac32}\rangle)/\sqrt2$. Since $S_{x'}|a_\pm\rangle=\pm|a_\pm\rangle+\tfrac{\sqrt3}{2}|b_\pm\rangle$, $H$ separates into

$$H_\pm=\begin{pmatrix}D/4\mp h&-\tfrac{\sqrt3}{2}h\\-\tfrac{\sqrt3}{2}h&9D/4\end{pmatrix}.$$

The blocks differ only in the first entry, which is lower in $H_+$, so the ground state lies there. Write it as $\cos\theta|a_+\rangle+\sin\theta|b_+\rangle$. Apart from a constant, its energy is $-\tfrac12(2D+h)\cos2\theta-\tfrac{\sqrt3}{2}h\sin2\theta$, which is least when

$$\sin2\theta=\frac{\sqrt3\,h}{\sqrt{(2D+h)^2+3h^2}}=\frac{\sqrt3\,h}{2\sqrt{D^2+Dh+h^2}} .$$

The operator $S_{x'}^2-S_{y'}^2=(S_+^2+S_-^2)/2$, with the ladder operators now built on $x',y'$, has no diagonal elements here and connects $|a_+\rangle$ to $|b_+\rangle$ with element $\sqrt3$. Its mean is $\sqrt3\sin2\theta$, so

$$\boxed{\langle P_z\rangle=k\sin2\phi\;\frac{3}{2}\,\frac{h}{\sqrt{D^2+Dh+h^2}}}$$

At $\phi=45^\circ$, diagonalizing the four-level Hamiltonian gives $P_z=0.0115$, $0.6667$ and $1.1489$ for $h/D=0.01$, $1$ and $100$. The first is the linear regime, $\tfrac32kh/D$. The last approaches the fully polarized value 1.1547.

For small $h$ the other member of the lower doublet lies in $H_-$. There the connecting element is $-\sqrt3$, so its dipole is opposite to leading order. The doublet thus carries a term of the form field times pseudospin. Such a product is time-even when the field is reversed too, and symmetry also allows it for a true spin one-half, through admixture of higher orbital levels. It lies outside the operator $\mathbf P$. A rough measure of that admixture is field energy over orbital gap: for 10 T and a gap of 1 eV, $\mu_BB/\Delta=5.8\times10^{-4}$. For the resulting dipole to depend on the spin, spin-orbit coupling is needed as well. This ratio alone does not tell how the dipole compares with that of spin three-halves, because $\lambda$ also rests on a coupling of spin to lattice and is small when spin-orbit coupling is weak.

## 5. A layered cobalt antiferromagnet

Consider tetrahedral Co$^{2+}$, $S=3/2$, with $D=1$ meV, exchange $J\,\mathbf S_i\cdot\mathbf S_j$ with $J=0.2$ meV, four neighbours, and 0.2 nm$^3$ per Co. Take $\lambda=10^{-4}\,e\,$nm and hold the moments at $\phi=45^\circ$. Reversing a moment leaves $n_xn_y$ unchanged, so opposite sublattices add.

In mean field $h=4J\langle S_{x'}\rangle$. Iterating to self-consistency at 2 K gives $\langle S_{x'}\rangle=1.380$ and $h=0.8\times1.380=1.104$ meV. Then

$$P_z=0.7698\times\frac{1.5\times1.104}{\sqrt{1+1.104+1.104^2}}=0.699 .$$

The dipole is $6.99\times10^{-5}\,e\,$nm per Co. Dividing by the volume, with $1\,e/\mathrm{nm}^2=16.02\ \mu$C/cm$^2$, gives a polarization of $0.0056\ \mu$C/cm$^2$, or $56\ \mu$C/m$^2$. At 5 K the mean-field value is $0.0054\ \mu$C/cm$^2$.

**Electric control.** The energy $-\mathbf E\cdot\mathbf p$ becomes $-pE\sin2\phi$ for a field along $z$. At 0.1 MV/cm, or 0.01 V/nm, $pE=0.70\ \mu$eV per Co. The directions $\phi=45^\circ$ and $135^\circ$ differ by $2pE$, and about 120 ions turning together are needed for that difference to equal $k_BT$ at 2 K. For spin one-half the operator $\mathbf P$ gives no such anisotropy; the two-site and orbital-admixture routes mentioned above remain possible. The field also deforms the spin state, but $\lambda kE/D=7.7\times10^{-4}$, so that correction is small.

**Corrections, each taken alone.**

- *Rotated tetrahedra.* If the two sublattices' tetrahedra are turned by $\pm\kappa$ about $z$, the average of $\sin2(\phi-\kappa)$ and $\sin2(\phi+\kappa)$ is $\sin2\phi\cos2\kappa$. For $\kappa=24^\circ$ the factor is 0.669, a loss of one third.
- *Compression.* With bonds at angle $\theta_b$ to $z$, $k$ becomes $2\sin^2\theta_b\cos\theta_b$. This is greatest at $\tan^2\theta_b=2$, the regular angle $54.74^\circ$, so a small compression changes this geometric factor only at second order. At $57^\circ$ it is 0.5% lower. The coefficient $\lambda$ can change at first order, because compression also shifts the orbital levels through which spin-orbit coupling acts, and it can then differ between $P_z$ and the other two components. That change is not included here and may be much larger than 0.5%.
- *Correlations.* Treating two neighbouring spins fully, and their other neighbours as a self-consistent field, lowers $P_z$ at 2 K from 0.699 to 0.673, or 4%. This includes correlations on one bond only and understates the loss: a $2\times2$ cluster treated the same way gives 0.639, or 9%, so the value is not converged in cluster size.
- *Dielectric response.* For a susceptibility of 10, the same electric field induces $0.089\ \mu$C/cm$^2$, about 16 times the spin polarization. In this linear estimate it does not depend on the moment's direction, which is how the two can be separated.

These parameters are rough values in the regime of Ba$_2$CoGe$_2$O$_7$, a layered easy-plane magnet of Co$^{2+}$ tetrahedra whose polarization is roughly of order $100\ \mu$C/m$^2$. Since $\lambda$ was chosen to give that order, the agreement in size is no test of the mechanism. The assumption that matters most among those sized here is the common orientation of the tetrahedra: a rotation of roughly $24^\circ$, as in this structure, reduces the model's $56$ to about $37\ \mu$C/m$^2$ for collinear moments. A magnetic field used to hold $\phi=45^\circ$ cants each sublattice by an angle $\delta$, and the factor becomes about $\cos(2\kappa\mp2\delta)$: in mean field with $g=2.2$, 5 T gives $54$ or $8\ \mu$C/m$^2$ depending on the sense of canting. The Co site there also has only $S_4$ symmetry, which allows $S_x^2-S_y^2$ in $P_z$ independently of $\{S_x,S_y\}$, so the effective $\kappa$ need not equal the geometric one. The compound orders only below roughly 7 K, while this mean field orders at 13.5 K, so mean field probably understates the loss at 5 K.
